Why Three- and Four-Silicon Rings Give Sharp Raman Lines in Silica

**Question.** The Raman spectrum of vitreous silica is mostly broad, as expected of a disordered network. Two narrow lines stand out near 500 and 610 cm⁻¹. They are assigned to the in-phase "breathing" of oxygen atoms in rings of four and three silicon atoms. Each ring is bonded to the surrounding glass through all its silicons. Why does its vibration not spread into the network, and is weak coupling enough to make the lines sharp?

**Answer.** A moving oxygen pulls on its two silicon neighbours, and through them it shakes the rest of the glass. In a ring, each silicon is pulled by two oxygens at once. If these move in phase, how much motion leaks out depends on the vector sum of the two pulls. We therefore need that sum, its effect on the spectrum, and the spread of frequencies from one ring to another.

**The model and the ring geometry**

Take a harmonic model with forces along and across each Si–O bond. Let n be the unit vector from silicon to oxygen and Δ = u_O − u_Si the relative displacement. The bond energy is

E = ½ α (n·Δ)² + ½ β [|Δ|² − (n·Δ)²].

Here α resists stretching and β resists transverse motion. The force on the silicon is BΔ and that on the oxygen is −BΔ, with

BΔ = α n(n·Δ) + β[Δ − n(n·Δ)].

The transverse term stands in for the resistance of bond angles to bending. It is not invariant under rotation of a bond, a defect examined below. Long-range electric forces and anharmonic decay are left out.

Let φ be the O–Si–O angle and θ the Si–O–Si angle. For tetrahedral silicon cos φ = −1/3, so

cos²(φ/2) = (1 + cos φ)/2 = 1/3,  sin²(φ/2) = 2/3.

A regular planar ring of N silicons and N oxygens is a polygon with 2N corners, whose interior angles add up to (2N − 2)·180°. Hence N(θ + φ) = (2N − 2)·180°, or

θ = 360° − 360°/N − φ.

With φ = 109.47° this gives θ = 130.53° for N = 3 and 160.53° for N = 4. Planarity is an assumption, to be relaxed for the four-ring.

**The frequency with silicon at rest**

Write c = cos(θ/2) and s = sin(θ/2). Displace one oxygen by u along the outward bisector e of its angle. Its two bond vectors n₁ and n₂ each make the angle θ/2 with e, so e·n₁ = e·n₂ = c and n₁ + n₂ = 2c e. With the silicons held, the restoring force is

−u[αc(n₁ + n₂) + β(2e − c(n₁ + n₂))]
= −u[2αc² + 2β(1 − c²)] e.

It points along e, so this motion is not mixed with other displacements of the same oxygen. Since 2c² = 1 + cos θ and 2s² = 1 − cos θ, the stiffness is

K = 2αc² + 2βs² = α(1 + cos θ) + β(1 − cos θ).

Different oxygens are not joined directly in this model. With silicon at rest, the breathing motion therefore has ω² = K/m, where m is the oxygen mass. For a straight bridge, θ = 180°, stretching drops out and K = 2β.

**The forces on a shared silicon**

At one ring silicon let ρ be the outward radial direction and τ the tangential one. Abbreviate C = cos(φ/2) and Q = sin(φ/2). The bonds to the two ring oxygens, and the unit vectors perpendicular to them in the ring plane, are

n± = −Cρ ± Qτ,  t± = Qρ ± Cτ.

The outward directions of the two oxygens are e± = cos(π/N) ρ ± sin(π/N) τ. They can be written as

e± = c n± + s t±.

To see this, note that the right side has the radial component −cC + sQ = −cos[(θ + φ)/2]. Ring closure gives (θ + φ)/2 = π − π/N, so this component is cos(π/N). The tangential component is ±(cQ + sC) = ±sin[(θ + φ)/2] = ±sin(π/N), as required.

For unit outward displacements, the two oxygens therefore exert on the silicon the forces

F± = αc n± + βs t±.

Adding them cancels the tangential parts by symmetry. The radial parts leave

F₊ + F₋ = −Rρ,
R = 2[αcC − βsQ].

The minus sign inside R gives a second cancellation, beyond the one due to symmetry. The stretched bonds pull the silicon inward, while the transverse forces push it outward.

To judge the cancellation, compare R with the coupling of one oxygen moving alone. It exerts a force of squared magnitude α²c² + β²s² on each of two silicons. Adding the squares gives

S² = 2(α²c² + β²s²).

The two forces on a shared silicon have equal length, |F±|² = S²/2. If δ is the angle between them, then

R² = |F₊|² + |F₋|² + 2F₊·F₋ = S²(1 + cos δ).

Thus R²/S² measures how nearly opposite the forces are. When β = 0 they lie along the bonds, δ = φ, and R²/S² = 1 − 1/3 = 2/3. Symmetry with stretching forces alone removes one third of the squared coupling. The stronger reduction needs transverse forces of suitable size, and R vanishes when

β/α = cC/(sQ) = cot(θ/2) cot(φ/2).

In the opposite limit, where β dominates, R² → 4β²s²(2/3) and S² → 2β²s². The ratio becomes 4/3, so in-phase motion is then more strongly coupled than single-oxygen motion. Weak coupling thus depends on the balance between the two kinds of force and is not a property of every ring.

**From force to spectrum**

Let M be the silicon mass. Multiply each displacement by the square root of its atom's mass, and let D be the resulting dynamical matrix, whose eigenvalues are λ = ω². The normalized breathing vector b has the component 1/√N along the outward direction of each ring oxygen.

Acting on the oxygens, D returns K/m times b. On each silicon it gives minus the force just found, divided by √(mM) and multiplied by 1/√N, which is Rρ/√(NmM). With s_R the normalized in-phase radial motion of the ring silicons,

D b = λ₀ b + g s_R,
λ₀ = K/m,  g = R/√(mM).

The factor N has disappeared because N silicons each contribute R²/(NmM) to g².

Let v_k be the normal modes and p_k = (v_k·b)² their shares of the breathing motion. The shares add up to one. Their mean eigenvalue is b·Db = λ₀, and their mean squared eigenvalue is |Db|² = λ₀² + g². Therefore

variance of ω² = g² = R²/(mM).

For one oxygen moving alone, the same argument gives S²/(mM). The variance is a precise measure of coupling, but it is not the linewidth, since a little weight far away can contribute much to it.

For the width, consider the response a(z) = b·(z − D)⁻¹b. Write the solution of (z − D)x = b as x = ab + y, with y perpendicular to b. Projection on b and on the remaining space gives

(z − λ₀)a − g s_R·y = 1,
(z − D′)y = g a s_R,

where D′ is D restricted to that remaining space. Solving the second equation for y and inserting it in the first,

a(z) = 1/[z − λ₀ − g²G(z)],
G(z) = s_R·(z − D′)⁻¹s_R.

Just above the real axis, the imaginary part of G is −πη(λ), where η is the density per unit λ of the silicon motion s_R in the remaining network. If η and the real part of G vary little across the line, −Im a/π is a Lorentzian in λ of full width 2πg²η. Because dλ = 2ω dω, the full width in angular frequency is

Γ ≈ πg²η/ω = πR²η/(mMω).

At fixed η and ω, the width falls as R². The network must also be considered: a high density of silicon motion at the ring frequency broadens the line, and a gap there would suppress this decay. The approximation fails if η has a sharp feature within the line.

**Numbers for the two rings**

Take the round parameters α = 500 N/m and β = 90 N/m. For the three-ring, cos θ = −0.6498, so

K = 500(0.3502) + 90(1.6498) ≈ 323.6 N/m.

Dividing by the oxygen mass and taking the root gives 586 cm⁻¹. For the four-ring, cos θ = −0.943 and K = 203.4 N/m, which gives 465 cm⁻¹.

The recoil constants are

three-ring: R = 241.6 − 133.5 = 108.1 N/m, S = 317.7 N/m;
four-ring: R = 97.6 − 144.9 = −47.2 N/m, S = 173.3 N/m.

The last digit of the second difference reflects rounding. The sign of R changes because stretching wins in the three-ring and the transverse force wins in the four-ring. The ratios R²/S² are 0.116 and 0.074, so the squared coupling is reduced about 9 and 13 times. From 1 + cos δ, the two forces on a silicon are about 152° and 158° apart. Complete cancellation would require β/α = 0.326 in the three-ring and 0.121 in the four-ring; the chosen value of 0.18 lies between them.

The phase of the motion can be tested separately. If neighbouring oxygens of the four-ring move in opposite directions, we need F₊ − F₋. The radial parts now cancel and the tangential parts add:

R_alt = 2[αcQ + βsC] = 240.5 N/m.

The ring, its bonds and its stiffness K are unchanged, yet the squared coupling is (240.5/47.2)² ≈ 26 times larger. The isolation belongs to the breathing pattern, not to the ring as such.

**The ring inside a network**

To see what this coupling does, each ring was embedded in a branching network with a Si–O–Si angle of 147° outside the ring and random rotations about the bonds. Four successive layers of oxygen were included, and the outermost silicons were fixed. All normal modes were calculated for two random arrangements. Their spectral variances agree with R²/(mM), S²/(mM) and, for the alternating motion, R_alt²/(mM) to one part in 10⁷.

A finite network has discrete modes, so it does not directly give a smooth linewidth. A usable measure is the largest share of a motion found within any interval of 60 cm⁻¹. For breathing this share is 0.71 in the three-ring and 0.89 in the four-ring. For the bisector motion of single oxygens in the second surrounding layer, the averages are 0.29 and 0.28. Breathing is thus much more concentrated in frequency, though not completely isolated: in the three-ring almost 30 percent of it lies outside the best interval, a share that depends on the size of the network. All four shares move by a few hundredths with arrangement and size; with six or seven layers the breathing shares are about 0.70 and 0.86 and the single-oxygen shares about 0.3.

For the first random arrangement of each ring, smoothing the spectra with Lorentzians of half-width 15 cm⁻¹ puts the peaks at 591 and 461 cm⁻¹, close to the values with silicon at rest. The three-ring peak moves over about 15 cm⁻¹ between arrangements of this size and lies near 585 cm⁻¹ with six or seven layers; the four-ring peak moves by about 3 cm⁻¹. Changing masses indicates which atoms matter, although the exact shifts depend on the arrangement, especially for the three-ring. Replacing silicon of average mass 28.1 by mass 30 throughout the network, at fixed force constants, moves the peaks by −1.8 cm⁻¹ in the three-ring and by less than the reading step of 0.25 cm⁻¹ in the four-ring. Replacing oxygen of mass 16 by mass 18 moves them by −44.5 and −26.5 cm⁻¹. The three-ring shifts are not converged. In other arrangements of this size the oxygen shift ranges from about −31 to −49 cm⁻¹, and the silicon shift mostly from 0 to −3 cm⁻¹, with an occasional much larger jump. With six or seven layers they are about −33 cm⁻¹ and within 0.5 cm⁻¹ of zero. The four-ring shifts move by about 0.5 cm⁻¹.

The first oxygen shift needs care. If oxygen alone moved, the frequency would scale as m^(−1/2) and fall by 5.7 percent, or 34 cm⁻¹ for the three-ring. No normal frequency, counted in order, can fall by a larger fraction, because the heavier masses raise the kinetic energy of any motion by at most the oxygen mass ratio. The extra 11 cm⁻¹ therefore cannot be the shift of a single mode. The smoothed peak combines several modes, and its maximum also moves when their weights or spacings change. The extra shift belongs to the smoothed spectrum of a small network and is not a measure of oxygen participation. For the four-ring, the limit of 26.3 cm⁻¹ agrees with the shift within the reading step.

**Why weak coupling is not enough**

A perfectly isolated ring would give one sharp frequency, but a glass contains many rings. If their angles differ, their sharp responses add up to a broad line. Differentiating mω² = K gives

2mω dω/dθ = −(α − β) sin θ,
dω/dθ = −(α − β) sin θ/(2mω).

For the planar rings this is −4.9 cm⁻¹ per degree for N = 3 and −2.7 cm⁻¹ per degree for N = 4. These slopes are not especially small; at 12° rms spread, the three-ring line would be about 139 cm⁻¹ wide.

Ring closure provides the missing restriction. In a slightly irregular planar ring, the sum of the interior angles is still fixed, so the mean angles obey

δθ_mean = −δφ_mean.

To first order in the irregularity, the mean stiffness of the breathing motion is the average of K(θ) over the ring and hence depends on θ_mean. The line follows this mean only if breathing stays a collective motion of the ring. With silicon strictly at rest it does not: the oxygens are then uncoupled, each vibrates at its own K(θ), and the width follows the spread of the individual angles. The mean takes over only when coupling through the moving silicons holds the oxygens together more strongly than their frequencies differ. Differences between the angles within one ring also mix breathing with other ring motions; this further source of width is left out of the estimates below. The stiff tetrahedral angle thus controls the mean Si–O–Si angle of the ring, not each angle: a planar four-ring with exactly tetrahedral silicons can still open two opposite Si–O–Si angles and close the other two by the same amount. For regular rings, with equal angles inside each ring, the slopes above and an assumed Gaussian rms spread of 4° from ring to ring give a full width at half maximum of

2.355 × 4.9 × 4 ≈ 46 cm⁻¹

for the three-ring and 26 cm⁻¹ for the four-ring. If 4° were instead the spread of each O–Si–O angle and the three were independent, the mean would spread by 4°/√3, which corresponds to 27 cm⁻¹ if breathing stays collective. The individual Si–O–Si angles would still spread by about 4°, so with silicon strictly at rest the three-ring width would be close to 48 cm⁻¹. In the open network θ is not tied to φ in this way. An assumed rms spread of 12° about 147° gives 114 cm⁻¹ even before coupling between oxygens is considered.

A sharp line thus needs two conditions: each ring must respond in a narrow interval, and different rings must respond at nearly the same frequency. Recoil cancellation serves the first and, for nearly regular planar rings, closure serves the second by fixing the mean angle.

**Puckering and bond-angle forces**

A four-ring can pucker while keeping its tetrahedral angles, and its Si–O–Si angle is then no longer fixed by closure. Consider a ring with its silicons on a square, its oxygens alternately above and below the plane, and θ = 150°. The formula for K still applies along each bisector and gives 499 cm⁻¹. The recoil has magnitude 49 N/m and R²/S² = 0.049, so the cancellation survives for this alternating pucker, in which the out-of-plane forces on a silicon cancel. If all four oxygens lie on the same side of the plane at the same θ, those forces add, R²/S² rises to about 0.54, and most of the cancellation is lost. The narrowness of the line now requires a narrow distribution of puckering as well. At this angle the slope is about −3.8 cm⁻¹ per degree, so a 10° range of θ would spread the frequencies by nearly 40 cm⁻¹. The present argument does not show why real four-rings should avoid such a range.

A three-ring can pucker too. If its O–Si–O angles stay tetrahedral, its Si–O–Si angle then falls below the planar value of 130.5°, which raises the frequency and weakens the cancellation. The results for N = 3 therefore hold only near planarity.

The transverse springs can be replaced by a true bending energy, ½k(r δφ)² for each O–Si–O angle, where r is the bond length. This energy is unchanged when the structure rotates. In breathing, each ring oxygen moves by su across its bond. The ring angle at a silicon opens by 2su/r, and each of the four angles between a ring bond and an outer bond closes by su/(2r). The sum of squares is (4 + 4/4)s²u²/r², so the bending stiffness is 5ks² per oxygen. Choosing k = 2β/5 keeps K unchanged. In a ring with its outer oxygens, the squared coupling of breathing relative to single-oxygen motion is then 0.188 for N = 3 and 0.046 for N = 4, instead of 0.116 and 0.074. The amount of cancellation depends on the force model, but strong reduction does not rely on the rotational defect.

**Comparison with real silica**

The force constants are rough, silica-like values, not a fit. The planar frequencies of 586 and 465 cm⁻¹ lie less than 10 percent below the observed lines; puckering to 150° brings the second to 499 cm⁻¹. The model does less well for the main Raman band, which lies roughly near 440 cm⁻¹. For a network oxygen with silicon at rest it gives 511 cm⁻¹, roughly 15 percent above the observed band, and so places the planar four-ring below this network frequency. A single network angle and one pair of force constants do not describe the whole spectrum. The result that carries over is the mechanism of reduced recoil in nearly planar or alternately puckered rings, not the exact positions.

Breathing preserves the symmetry of the regular ring, so symmetry allows it to change the average polarizability and appear in polarized Raman scattering. Its intensity was not calculated. At 300 K the thermal factor for Stokes scattering, 1/[1 − exp(−ħω/k_BT)], is 1.064 for the three-ring: temperature raises the intensity by about 6 percent through this factor, without changing a harmonic linewidth.

The same reasoning applies to deposited silica films used as interlayer dielectrics, provided that the rings are fully bridged and only mildly distorted. In organosilicate low-k films, a methyl group may replace an outer oxygen on a ring silicon. With the separate bond springs used here, the pull of the two ring oxygens on that silicon is unchanged if the ring geometry and bonds are unchanged, but the silicon's response η is not. With true bending forces the pull can change too, because it then includes the angles to the outer ligand. The linewidth then has to be calculated for that network. The values behind the comparisons above are collected in the numerical output.

Computed results

```
stretching constant alpha: 500 N/m
transverse constant beta: 90 N/m
O-Si-O angle: 109.47 deg
network Si-O-Si angle: 147 deg
network oxygen, Si at rest: 511.0 cm^-1
--- 3-silicon ring ---
Si-O-Si angle: 130.53 deg
breathing stiffness K: 323.6 N/m
breathing, Si at rest: 585.9 cm^-1
recoil, stretching part: 241.6 N/m
recoil, transverse part: -133.5 N/m
net recoil R: 108.1 N/m
single-oxygen coupling S: 317.7 N/m
R^2/S^2: 0.116
R^2/S^2 for beta=0: 0.667
beta/alpha for R=0: 0.326
breathing weight in 60 cm^-1: 0.705
network O weight, same width: 0.292
embedded peak: 590.8 cm^-1
shift, O mass 16 to 18: -44.5 cm^-1
shift, Si mass 28.1 to 30: -1.8 cm^-1
slope with angle: -4.92 cm^-1/deg
FWHM for 4 deg rms angle spread: 46.4 cm^-1
coupling ratio, bending field: 0.188
--- 4-silicon ring ---
Si-O-Si angle: 160.53 deg
breathing stiffness K: 203.4 N/m
breathing, Si at rest: 464.6 cm^-1
recoil, stretching part: 97.6 N/m
recoil, transverse part: -144.9 N/m
net recoil R: -47.2 N/m
single-oxygen coupling S: 173.3 N/m
R^2/S^2: 0.074
R^2/S^2 for beta=0: 0.667
beta/alpha for R=0: 0.121
breathing weight in 60 cm^-1: 0.887
network O weight, same width: 0.279
embedded peak: 460.5 cm^-1
shift, O mass 16 to 18: -26.5 cm^-1
shift, Si mass 28.1 to 30: 0.0 cm^-1
slope with angle: -2.72 cm^-1/deg
FWHM for 4 deg rms angle spread: 25.7 cm^-1
coupling ratio, bending field: 0.046
alternating-motion recoil: 240.5 N/m
--- effects outside the planar-ring model ---
puckered 4-ring angle: 150 deg
puckered breathing: 499.2 cm^-1
puckered recoil magnitude: 49.0 N/m
puckered R^2/S^2: 0.049
network FWHM for 12 deg rms spread: 114.3 cm^-1
3-ring Stokes factor n+1 at 300 K: 1.064
```
